# The crystal f-sum rule and its zone average, part 2

A sum over bands in an optical or k·p calculation must be cut off, and the cutoff can be checked against the exact total oscillator strength. Hartree atomic units are used, $\hbar=m=e=1$, for independent electrons counted per spin orbital. Bloch states are $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with bands numbered upward in energy. For a local periodic potential $V$ and $\mathbf p=-i\nabla$,

$$H(\mathbf k)u_{n\mathbf k}=E_n(\mathbf k)u_{n\mathbf k},\qquad H(\mathbf k)=\tfrac12(\mathbf p+\mathbf k)^2+V. \tag{1}$$

With $\partial_\alpha=\partial/\partial k_\alpha$, define $v^\alpha=\partial_\alpha H$ and $w^{\alpha\beta}=\partial_\alpha\partial_\beta H$; for local $V$ these are $p_\alpha+k_\alpha$ and $\delta_{\alpha\beta}$. With $v^\alpha_{mn}=\langle u_m|v^\alpha|u_n\rangle$, the strength from band $n$ to $m$ is

$$f^{\alpha\beta}_{mn}(\mathbf k)=\frac{2\,\mathrm{Re}\,(v^\alpha_{nm}v^\beta_{mn})}{E_m-E_n}. \tag{4}$$

With $\omega_{mn}=E_m-E_n$, cell volume $\Omega$ and zone average $\langle\cdot\rangle_{\rm BZ}$, the interband conductivity is

$$\sigma_1(\omega)=\frac{\pi}{2\Omega}\Big\langle\sum_{n\ \mathrm{occ}}\ \sum_{m\ \mathrm{empty}}f_{mn}\,\delta(\omega_{mn}-\omega)\Big\rangle_{\rm BZ}, \tag{5}$$

For a nondegenerate level,

$$\partial_\alpha E_n=\langle u_n|v^\alpha|u_n\rangle. \tag{7}$$

$$\sum_{m\ne n}f^{\alpha\beta}_{mn}(\mathbf k)=w^{\alpha\beta}_{nn}-\partial_\alpha\partial_\beta E_n. \tag{11}$$

For local $V$, with $(1/m^*)_{\alpha\beta}=\hbar^{-2}\partial_\alpha\partial_\beta E_n$,

$$\sum_{m\ne n}f^{\alpha\beta}_{mn}(\mathbf k)=\delta_{\alpha\beta}-m\left(\frac1{m^*}\right)_{\alpha\beta}. \tag{12}$$

The length forms, for bound states and for Bloch states with $r_{mn}=i\langle u_m|\partial_{k_x}u_n\rangle$, are

$$p_{mn}=i(E_m-E_n)\,x_{mn},\qquad f_{mn}=2(E_m-E_n)|x_{mn}|^2. \tag{13}$$

$$v_{mn}=i(E_m-E_n)\,r_{mn},\qquad f_{mn}=2(E_m-E_n)|r_{mn}|^2. \tag{15}$$

For a reciprocal lattice vector $\mathbf G$,

$$H(\mathbf k+\mathbf G)=e^{-i\mathbf G\cdot\mathbf r}H(\mathbf k)\,e^{i\mathbf G\cdot\mathbf r},\qquad E_n(\mathbf k+\mathbf G)=E_n(\mathbf k), \tag{16}$$

For smooth periodic $g$, with $\mathbf k=\sum_js_j\mathbf b_j$ and $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$,

$$\langle\partial_\alpha g\rangle_{\rm BZ}=\sum_j\frac{a_{j\alpha}}{2\pi}\int\prod_{i\ne j}ds_i\ \big[g(s_j=1)-g(s_j=0)\big]=0. \tag{17}$$

For local $V$ and an isolated band (touching no other at any $\mathbf k$),

$$\Big\langle\sum_{m\ne n}f^{\alpha\beta}_{mn}\Big\rangle_{\rm BZ}=\delta_{\alpha\beta}. \tag{18}$$

For the lowest $N$ bands filled below a direct gap, with projector $P$ and $S=\mathrm{Tr}(PH)$,

$$\partial_\alpha S=\mathrm{Tr}(Pv^\alpha),\qquad \partial_\alpha\partial_\beta S=\mathrm{Tr}(Pw^{\alpha\beta})+\mathrm{Tr}(\partial_\beta P\,v^\alpha). \tag{20}$$

and, for local $V$,

$$\sum_{n\le N}\sum_{m>N}f^{\alpha\beta}_{mn}(\mathbf k)=N\delta_{\alpha\beta}-\partial_\alpha\partial_\beta S. \tag{21}$$

$$\Big\langle\sum_{n\le N}\sum_{m>N}f^{\alpha\beta}_{mn}\Big\rangle_{\rm BZ}=N\delta_{\alpha\beta}. \tag{22}$$

## Worked example: a chain without inversion symmetry

Take a one-dimensional model with round parameters, $V(x)=2V_1\cos Gx+2V_2\sin2Gx$, period $a=6$ bohr, $G=2\pi/a=1.047198$ bohr$^{-1}$, $V_1=-0.10$ Ha, $V_2=0.05$ Ha. The strengths come from diagonalizing (1) in 41 plane waves. The band curvature comes from the real-space equation $y''=2(V-E)y$. Let $y_1,y_2$ be the solutions with $y_1(0)=y_2'(0)=1$, $y_1'(0)=y_2(0)=0$. The matrix carrying $(y,y')$ across one period has unit determinant, because the Wronskian is constant. A Bloch solution is an eigenvector with eigenvalue $e^{ika}$, so the other eigenvalue is $e^{-ika}$ and the half trace $D(E)=[y_1(a)+y_2'(a)]/2$ obeys $D(E)=\cos ka$. Differentiating once gives $D'E'=-a\sin ka$, and again $D''E'^2+D'E''=-a^2\cos ka$, so

$$E'=-\frac{a\sin ka}{D'},\qquad E''=-\frac{a^2\cos ka+D''E'^2}{D'}, \tag{23}$$

where primes on $D$ mean $d/dE$ and primes on $E$ mean $d/dk$. No momentum matrix element enters (23). The numerical check, with its output, asserts (12) against (23) for bands 1 to 3 at five wavevectors, to $10^{-6}(1+|E''|)$.

The gaps are 0.1990 Ha (5.42 eV) between bands 1 and 2 at $k=G/2$, and 0.1006 Ha (2.74 eV) between bands 2 and 3 at $k=0$. Both lower bands are isolated.

At $k=G/4$, $E_2-E_1=0.327971-(-0.012151)=0.340122$ Ha and $|p_{21}|^2=0.095379$, so (4) gives $f_{21}=2\times0.095379/0.340122=0.56085$. The overlaps of cell functions at neighbouring wavevectors give $|r_{21}|^2=0.824485$ bohr$^2$, and (15) gives $2\times0.340122\times0.824485=0.56085$; this agreement is asserted for bands 2, 3 and 4. Adding all bands, $0.56085+0.03427+0.00448+0.00093=0.60053$, while (23) gives $m/m^*=0.39947$ and $1-0.39947=0.60053$.

| band, $k$ | $m/m^*$ | $\sum f$ | largest term |
|---|---|---|---|
| 1, $0$ | 0.7780 | 0.2220 | $f_{21}=0.1293$ |
| 1, $G/4$ | 0.3995 | 0.6005 | $f_{21}=0.5609$ |
| 1, $G/2$ | $-1.8328$ | 2.8328 | $f_{21}=2.8058$ |
| 2, $0$ | $-19.573$ | 20.573 | $f_{32}=20.699$ |
| 2, $G/4$ | 1.4189 | $-0.4189$ | $f_{12}=-0.5609$ |
| 2, $G/2$ | 3.7661 | $-2.7661$ | $f_{12}=-2.8058$ |

At $k=0$ band 1 couples to both band 2 (0.1293) and band 3 (0.0888). In a potential with an inversion centre the $k=0$ states have definite parity, $p$ is odd, and one of these two elements would vanish. The table decides the k·p truncation. Keeping only band 2 gives $m/m^*=1-2.8058=-1.8058$ for band 1 at the zone edge, an error of 1.5% of the exact $-1.8328$. At $k=0$ it gives $1-0.1293=0.8707$, an error of 12% of the exact 0.7780, and band 3 is needed.

The zone averages for band 1 are 0.95268, 0.04134 and 0.00496 to bands 2, 3 and 4, and 0.00101 to higher bands, with total 1.00000. For band 2 they are $-0.95268$ to band 1, 1.94427 and 0.00790 to bands 3 and 4, and 0.00052 higher, again with total 1.00000, although the pointwise sums in the table run from $-2.77$ to $+20.6$. Both totals are asserted to $10^{-8}$. With two filled bands, band 1 sends $1-0.95268=0.04732$ into empty bands and band 2 sends $1+0.95268=1.95268$, with the total 2 of (22). Band 3 alone captures $0.04134+1.94427=1.98561$, missing 0.7% of the target 2; adding band 4 gives $1.98561+0.00496+0.00790=1.99847$, missing 0.08%.

A plane-wave set held fixed as $\mathbf k$ varies still has $w=1$, so (12) holds exactly inside the truncated basis when the curvature is taken from the same matrices. That comparison checks the matrix elements and the band cutoff but not the basis. In such a fixed set the truncation breaks the periodicity (16). A set chosen afresh at each $\mathbf k$ by a cutoff on $|\mathbf k+\mathbf G|$ keeps (16) exactly, but the bands and their slopes then jump where plane waves enter or leave the set, so (17) does not apply. In either case the zone average (18) is sensitive to the basis as well.

## Band crossings and weak gaps

If band $n$ touches another band, $\partial_\beta E_n$ can jump and (17) can fail. Failure is not automatic: for a touching at isolated points in two or three dimensions, cutting out a small circle or sphere around each point leaves a boundary term that vanishes with the radius, because $\partial_\beta E_n$ is bounded, and the average taken in that limit is unchanged. In one dimension, let band 1 be smooth inside the zone and cross band 2 at the edge. Integrating (12) over the open interval, with $v=E_1'$,

$$\Big\langle\sum_{m\neq1} f_{m1}\Big\rangle=1-\frac{v(G/2^-)-v(-G/2^+)}{G}=1-\frac{2v(G/2^-)}{G}. \tag{24}$$

The last form uses $E(-k)=E(k)$, which holds for real $V$ because complex conjugation turns $p+k$ into $-(p-k)$ and hence $H(k)$ into $H(-k)$. Setting $V_1=0$ in the model produces this case. The true period is $a/2$, and bands 1 and 2 of the cell $a$ are the lowest band of the smaller cell at $k$ and at $k\mp G$. Their eigenvalues under translation by $a/2$ differ by a factor $e^{\mp iGa/2}=-1$, and $p$ commutes with that translation, so $p_{21}=0$. Equation (23) with period $a/2$ gives the edge velocity $0.519757$ a.u., and (24) gives $1-2\times0.519757/1.047198=0.00734$. The directly integrated strength is 0.00734 (asserted to $10^{-8}$), while bands 1 and 2 together send 2.00000 into the empty bands, as (22) requires. For $V=0$ the edge velocity is $G/2$ and (24) gives zero, in agreement with the vanishing of all interband momentum elements between plane waves.

A gap of any size restores (18), and the two-wave model shows where the weight lies. To leading order in $|V|/G^2$, put $k=G/2+q$ and keep the plane waves with wavevectors $q\pm G/2$, coupled by a real Fourier component $V$. Their kinetic energies are $q^2/2+G^2/8\pm Gq/2$, so in Pauli matrices

$$H=\frac{q^2}2+\frac{G^2}8+b\,\sigma_z+V\sigma_x,\qquad b=\frac{Gq}2,\qquad v=q+\frac G2\sigma_z. \tag{25}$$

The levels are split by $2R$ with $R=\sqrt{V^2+b^2}$. Applying (7) with $b$ as the parameter gives $\langle-|\sigma_z|-\rangle=\partial(-R)/\partial b=-b/R$. Since $\sigma_z^2=1$, $|\langle+|\sigma_z|-\rangle|^2=1-b^2/R^2=V^2/R^2$. Then (4) gives

$$f_{21}(q)=\frac{2(G/2)^2V^2/R^2}{2R}=\frac{G^2}{4|V|}\,\frac1{(1+t^2)^{3/2}},\qquad t=\frac{Gq}{2|V|}. \tag{26}$$

With $dq=(2|V|/G)\,dt$ and $\int_{-s}^{s}(1+t^2)^{-3/2}dt=2s/\sqrt{1+s^2}$, the contribution of $|q|<q_0$ to the zone average is

$$\frac1G\int_{-q_0}^{q_0}f_{21}\,dq=\frac{s}{\sqrt{1+s^2}},\qquad s=\frac{Gq_0}{2|V|}. \tag{27}$$

As $V\to0$ the peak grows as $1/|V|$, its width shrinks as $|V|$, and the unit weight collapses onto the zone edge, at transition energies $2R=2|V|\sqrt{1+t^2}$ that start at $2|V|$ and have the weighted mean $2|V|\cdot\tfrac12\int_{-\infty}^{\infty}dt/(1+t^2)=\pi|V|$. The limit $V\to0$ of the average is 1, whereas its value at $V=0$ is 0. For $V_1=-0.005$ Ha and $V_2=0$, (26) gives the peak $1.047198^2/0.02=54.831$ against the computed 54.837, a difference of $1\times10^{-4}$ of the value. With $q_0=0.05$ bohr$^{-1}$, $s=5.2360$ and (27) gives 0.98225 against 0.98229 for the computed total strength in that window. Both comparisons are asserted to $10^{-3}$, and the full average is 1 to $10^{-8}$. A uniform $k$ mesh must resolve the width $2|V|/G$ for the average to reach its target.

For the main model, (26) with $|V|$ set to half the gap gives $G^2/(2\times0.1990)=2.755$ at the edge, 1.8% below the computed 2.806. At $k=0$ the two waves are $\pm G$, so $G\to2G$ and the peak is $G^2/(0.1006/2)=21.8$, 5% above the computed 20.70. With the computed gaps as input, the two-wave formula thus gives these two large strengths of the table to about 2% and 5%.

## Partly filled band

Let band 1 of a chain be occupied for $|k|<k_F$, nondegenerate there, with all other bands empty. Integrating (12) over the occupied states with measure $dk/G$ per cell, and using $v(-k)=-v(k)$,

$$\frac{2k_F}G=\frac1G\int_{-k_F}^{k_F}\sum_{m\ne1}f_{m1}\,dk+\frac{2v_F}G. \tag{28}$$

The left side is the number of electrons per cell and spin. The last term is the summed intraband weight $m/m^*$, the Drude weight, which in a perfect crystal sits at zero frequency and is absent from the interband spectrum (5). In higher dimensions the divergence theorem turns it into the Fermi-surface integral of $n_\alpha\partial_\beta E$, with $\mathbf n$ the outward normal, divided by the zone volume. At half filling of the model, $k_F=G/4$ and $v_F=0.175601$ a.u., so the Drude term is $2\times0.175601/1.047198=0.33537$. The interband integral is 0.16463, and $0.16463+0.33537=0.50000$, asserted to $10^{-8}$. The target for the interband sum here is 0.165, a third of the electron count.

## Flat-band limit

An isolated band has the Fourier series $E(k)=\sum_R\epsilon_Re^{ikR}$ over lattice vectors $R$, so $E''=-\sum_RR^2\epsilon_Re^{ikR}$. The term $R=0$ does not contribute, which is (17) again. When the wells are deep and tunnelling is weak, the band is nearly flat, the $\epsilon_{R\ne0}$ are small, and (12) gives a sum close to 1 at every $k$, not only on average. For $V_1=-3$ Ha and $V_2=0$ the largest deviation from 1 on a mesh of 40 points is $4.5\times10^{-6}$. The averaged $f_{21}$ is 0.999443, the same to six decimals as the length-form value (13) for one cosine well continued by a flat plateau and solved on a real-space grid; the asserted tolerance is $10^{-4}$. In a harmonic well $x$ connects the ground state only to the first excited level, so $f_{21}$ would be 1; the remaining $0.0006$ comes from the departure of the cosine from a parabola.

## Spin-orbit coupling and nonlocal potentials

Equations (11) and (20) hold for any smooth Hermitian $H(\mathbf k)$ on a fixed space, with $v=\partial H$ used in $f$, and (17) holds for a band or group that is isolated, hence smooth, whenever the spectrum is periodic. Only the value of $w$ has to be re-examined.

The spin-orbit term $\xi\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$, with physical $\xi=\alpha^2/4$ and $\alpha$ the fine-structure constant, contributes $\xi\,\boldsymbol\sigma\cdot[\nabla V\times(\mathbf p+\mathbf k)]$ to $H(\mathbf k)$. The cyclic property of the triple product gives $\boldsymbol\sigma\cdot(\nabla V\times\mathbf k)=\mathbf k\cdot(\boldsymbol\sigma\times\nabla V)$, so

$$\mathbf v=\mathbf p+\mathbf k+\xi\,\boldsymbol\sigma\times\nabla V,\qquad w^{\alpha\beta}=\delta_{\alpha\beta}. \tag{29}$$

The term is linear in $\mathbf k$, so (12), (18) and (22) survive with $\boldsymbol\pi=\mathbf p+\xi\boldsymbol\sigma\times\nabla V$ in place of $\mathbf p$. The isolation assumed in (18) needs care here. With time reversal alone, Kramers' theorem makes every level degenerate at the wavevectors where $-\mathbf k$ and $\mathbf k$ differ by a reciprocal lattice vector, so no single spinor band numbered by energy is isolated and (18) is not guaranteed for it. With inversion as well, every band is doubly degenerate at all $\mathbf k$. The group forms (21) and (22) are the ones to apply, unless a spin component is conserved, in which case bands may be numbered and isolation judged within one spin sector. The program uses an oblique two-dimensional lattice, $\mathbf a_1=(6,0)$ and $\mathbf a_2=(2,5)$ bohr, with Fourier components $-0.15$, $-0.12$ and $-0.0825-0.0565i$ Ha at $\mathbf b_1$, $\mathbf b_2$ and $\mathbf b_1+\mathbf b_2$. In a plane $\sigma_z$ is conserved, and the spin-up sector is treated alone. The coupling $\xi=0.5$ a.u. is far larger than the physical value, roughly $10^{-5}$, so that the two operators can be told apart. At $\mathbf k=0.31\mathbf b_1+0.12\mathbf b_2$, finite differences of the lowest eigenvalue give $\delta_{\alpha\beta}-\partial_\alpha\partial_\beta E=(0.9014,-0.1193,0.4620)$ for $(xx,xy,yy)$. The sum with $\boldsymbol\pi$ matches to $10^{-6}$; the sum with bare $\mathbf p$ gives $(0.9512,-0.1347,0.4750)$ and does not. The smallest gap on a $20\times20$ mesh is 0.258 Ha, and the zone average with $\boldsymbol\pi$ is the unit tensor to $10^{-5}$, including the vanishing of the averaged $xy$ element. Symmetry does not force this zero: an oblique lattice has no mirror line, and the twofold rotation it allows leaves an $xy$ component unchanged.

A nonlocal potential, as in a pseudopotential or in exact exchange, has a kernel $V(\mathbf r,\mathbf r')$ invariant under a common lattice shift. Removing the Bloch phases gives the kernel $e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}V(\mathbf r,\mathbf r')$ in $H(\mathbf k)$, and each derivative brings down $-i(\mathbf r-\mathbf r')_\alpha$, provided the kernel decays fast enough in $|\mathbf r-\mathbf r'|$ for the resulting integrals to converge, which is assumed from here on. Restoring the phases into the wavefunctions,

$$w^{\alpha\beta}_{nn}=\delta_{\alpha\beta}-\int_{\rm cell}\!d\mathbf r\int\! d\mathbf r'\ \psi_n^*(\mathbf r)\,(\mathbf r-\mathbf r')_\alpha(\mathbf r-\mathbf r')_\beta\,V(\mathbf r,\mathbf r')\,\psi_n(\mathbf r'). \tag{30}$$

The relation (16) still holds, since replacing $\mathbf k$ by $\mathbf k+\mathbf G$ multiplies the kernel by $e^{-i\mathbf G\cdot\mathbf r}$ on the left and $e^{i\mathbf G\cdot\mathbf r'}$ on the right. For an isolated band (11) and (17) give

$$\Big\langle\sum_{m\ne n}f^{\alpha\beta}_{mn}\Big\rangle_{\rm BZ}=\langle w^{\alpha\beta}_{nn}\rangle_{\rm BZ}. \tag{31}$$

For a local potential the kernel is proportional to $\delta(\mathbf r-\mathbf r')$ and the correction in (30) vanishes. For a kernel that is negative everywhere, and a state whose phase varies little over its range, (30) makes the diagonal $w_{nn}$ exceed 1. The program adds to the chain a separable term with plane-wave elements $\lambda\,b(q)b(q')$, $b(q)=e^{-q^2\sigma^2/2}$, $\lambda=-0.1$ Ha, $\sigma=1$ bohr, whose real-space kernel is a sum over cells of negative products of two Gaussians, one in $x$ and one in $x'$, centred at the same lattice point. It asserts (11) at three wavevectors against finite differences, and (31) to $10^{-8}$. For band 1 the average is 1.2131 on both sides of (31). The same average formed with bare momentum elements comes out as 0.8273, which equals neither 1 nor $\langle w_{nn}\rangle$; no rule derived here fixes it. In a calculation with nonlocal terms the band cutoff is judged against $\langle w_{nn}\rangle$, or against $\langle\mathrm{Tr}(Pw)\rangle$ from (20) for a filled group, with the full velocity operator in the matrix elements.

## Calculated quantities

```
a = 6.0 bohr, G = 1.047198 1/bohr, V1 = -0.1 Ha, V2 = 0.05 Ha, plane waves = 41
band 1 k=0.0G: E=-0.037125 Ha, v=0.000000 a.u., m/m*(ODE)=0.778024, sum f=0.221976
   f to bands 1..4: 0.000000 0.129331 0.088814 0.003481, higher 0.000350
band 1 k=0.25G: E=-0.012151 Ha, v=0.175601 a.u., m/m*(ODE)=0.399474, sum f=0.600526
   f to bands 1..4: 0.000000 0.560852 0.034271 0.004475, higher 0.000929
band 1 k=0.5G: E=0.025499 Ha, v=0.000000 a.u., m/m*(ODE)=-1.832756, sum f=2.832756
   f to bands 1..4: 0.000000 2.805773 0.026413 0.000037, higher 0.000533
band 2 k=0.0G: E=0.508770 Ha, v=-0.000000 a.u., m/m*(ODE)=-19.572547, sum f=20.572547
   f to bands 1..4: -0.129331 0.000000 20.699212 0.000995, higher 0.001672
band 2 k=0.25G: E=0.327971 Ha, v=-0.674005 a.u., m/m*(ODE)=1.418878, sum f=-0.418878
   f to bands 1..4: -0.560852 0.000000 0.133668 0.007828, higher 0.000478
band 2 k=0.5G: E=0.224510 Ha, v=-0.000000 a.u., m/m*(ODE)=3.766131, sum f=-2.766131
   f to bands 1..4: -2.805773 0.000000 0.038906 0.000056, higher 0.000680
gap 1-2 at G/2 = 0.199011 Ha = 5.4154 eV
gap 2-3 at k=0 = 0.100606 Ha = 2.7376 eV
k=G/4: E2-E1=0.340122 Ha, |p21|^2=0.095379 a.u., |r21|^2=0.824485 bohr^2
k=G/4: length-form f21 = 0.560852
zone avg band 1: f to 1..4 0.000000 0.952683 0.041343 0.004964, higher 0.001009, total 1.00000000
zone avg band 2: f to 1..4 -0.952683 0.000000 1.944265 0.007903, higher 0.000515, total 1.00000000
two filled bands, into empty: band1 0.047317, band2 1.952683, total 2.00000000
half filling: interband 0.164626, Drude 2vF/G 0.335374, total 0.50000000 per cell
crossing V1=0: edge v=0.519757 a.u., band 1 avg 0.007337, 1-2v/G 0.007337, bands 1+2 2.00000000
weak V1=-0.005 Ha: peak f21 54.8368, G^2/(4|V|) 54.8311, zone avg 1.00000000
weak: q0=0.05 1/bohr, s=5.2360, weight within q0 0.98229, s/sqrt(1+s^2) 0.98225
deep V1=-3.0 Ha: max|sum f -1| 4.52e-06, avg f21 0.999443, single-well f21 0.999443, TRK 1.00000000
nonlocal lam=-0.1 Ha, sig=1.0 bohr: avg sum f(v) 1.213136, avg <d2H> 1.213136, avg sum f(p) 0.827288
2D: a1=[6. 0.], a2=[2. 5.] bohr, xi=0.5 a.u., plane waves 121, k=0.31 b1+0.12 b2
2D: V(b1), V(b2), V(b1+b2) in Ha: -0.1500+0.0000j, -0.1200+0.0000j, -0.0825-0.0565j
2D delta - Hessian: xx 0.901436, xy -0.119341, yy 0.462008
2D sum f with pi: xx 0.901436, xy -0.119341, yy 0.462008
2D sum f with p: xx 0.951245, xy -0.134691, yy 0.475012
2D zone avg with pi: xx 1.000000, xy -0.000000, yy 1.000000
2D smallest gap 1-2 on 20x20 grid = 0.2583 Ha
```
